# Spin-spin zero-field tensor of a triplet: direct, exchange and point-dipole terms: a program that tests the result

```python
"""
Spin-spin zero-field tensor of a two-electron triplet.
Result under test:
    D_ab = (C/2) (J_ab - K_ab) / (1 - S^2),   H/h = S.D.S
C    = mu0 g^2 muB^2 / (4 pi h), dipolar constant in MHz nm^3
T_ab = (r^2 delta_ab - 3 r_a r_b)/r^5, r = vector between the electrons
J, K = direct and exchange averages of T for orbitals a, b; S = overlap
Model orbitals: p_x Gaussians x exp(-zeta r^2) at z = +d/2 and z = -d/2.
Lengths are in nm, T averages in nm^-3, tensor components in MHz.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

g_factor = abs(const.physical_constants["electron g factor"][0])
mu_bohr = const.physical_constants["Bohr magneton"][0]
C = const.mu_0 * g_factor**2 * mu_bohr**2 / (4 * np.pi * const.h) * 1e21
MHZ_PER_WAVENUMBER = const.c * 100 / 1e6

zeta = 50.0
d_main = 0.2

# ---------- spin operators of two electrons ----------
half_pauli = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]
spin1 = [np.kron(s, np.eye(2)) for s in half_pauli]
spin2 = [np.kron(np.eye(2), s) for s in half_pauli]
total_spin = [u + v for u, v in zip(spin1, spin2)]


def bilinear(tensor, left, right):
    return sum(tensor[i, j] * left[i] @ right[j]
               for i in range(3) for j in range(3))


rng = np.random.default_rng(4)
trial = rng.normal(size=(3, 3))
trial = trial + trial.T
trial -= np.eye(3) * np.trace(trial) / 3
assert np.allclose(bilinear(trial, spin1, spin2),
                   0.5 * bilinear(trial, total_spin, total_spin), atol=1e-12)

# Point dipoles at 1 nm along a tilted axis: levels from the two-spin operator
axis = np.array([1.0, 2.0, 2.0]) / 3
point_levels = np.linalg.eigvalsh(
    C * bilinear(np.eye(3) - 3 * np.outer(axis, axis), spin1, spin2))
assert np.allclose(point_levels, [-C / 2, -C / 2, 0, C], atol=1e-9)
D_point_1nm = point_levels[0] - point_levels[3]
assert abs(D_point_1nm + 1.5 * C) < 1e-9


# ---------- derived formulas for the Gaussian model ----------
def overlap(d):
    return np.exp(-zeta * d**2 / 2)


def one_centre_tensor():
    txx = 8 * zeta**1.5 / (105 * np.sqrt(np.pi))
    return np.diag([txx, -txx / 2, -txx / 2])


def exchange_tensor(d):
    return overlap(d)**2 * one_centre_tensor()


def direct_tensor(d):
    def shape(u):
        return 1 - u**2 / zeta + 3 * u**4 / (4 * zeta**2)

    kernels = [
        lambda u: -2*u**2 + 6*u**4/zeta - 15*u**6/(2*zeta**2),
        lambda u: -2*u**2 * shape(u),
        lambda u: (4*u**4*d**2 - 2*u**2) * shape(u)]
    second = [2 / np.sqrt(np.pi) * quad(
        lambda u, k=k: k(u) * np.exp(-(u * d)**2), 0, np.sqrt(zeta),
        epsabs=1e-11, epsrel=1e-11, limit=200)[0] for k in kernels]
    density = 0.75 * (zeta / np.pi)**1.5 * np.exp(-zeta * d**2)
    return np.diag([-v - 4 * np.pi / 3 * density for v in second])


def zero_field_tensor(d):
    return (C / 2 * (direct_tensor(d) - exchange_tensor(d))
            / (1 - overlap(d)**2))


def d_and_e(tensor):
    return 1.5 * tensor[2, 2], (tensor[0, 0] - tensor[1, 1]) / 2


# ---------- six-dimensional quadrature from the definition ----------
def orbital(x, y, z, centre, kind):
    gauss = np.exp(-zeta * (x**2 + y**2 + (z - centre)**2))
    norm = (2 * zeta / np.pi)**0.75
    return norm * gauss * (2 * np.sqrt(zeta) * x if kind == "p" else 1.0)


def pair_averages(d, kind):
    """Norm and T integral for several two-electron pair densities."""
    node, weight = np.polynomial.legendre.leggauss(60)
    r_max = d + 6 / np.sqrt(zeta)
    r = r_max * (node + 1) / 2
    wr = weight * r_max / 2
    cos_t, wc = np.polynomial.legendre.leggauss(32)
    phi = (np.arange(8) + 0.5) * np.pi / 4
    R, CT, PH = [m.ravel() for m in np.meshgrid(r, cos_t, phi, indexing="ij")]
    W = (wr[:, None, None] * wc[None, :, None]
         * np.full(8, np.pi / 4)[None, None, :]).ravel() * R**2
    ST = np.sqrt(1 - CT**2)
    unit = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])
    rel = unit * R
    T = (np.eye(3)[:, :, None] - 3 * unit[:, None] * unit[None, :]) / R**3

    names = ["triplet", "direct", "exchange", "direct_gu", "exchange_gu"]
    density = {name: np.zeros_like(R) for name in names}
    S = overlap(d)
    rules = [np.polynomial.hermite.hermgauss(n) for n in (4, 2, 24)]
    scale = 2 * np.sqrt(zeta)
    for tx, wx in zip(*rules[0]):
        for ty, wy in zip(*rules[1]):
            for tz, wz in zip(*rules[2]):
                w = wx * wy * wz * np.exp(tx**2 + ty**2 + tz**2) / scale**3
                mid = np.array([tx, ty, tz])[:, None] / scale
                p1, p2 = mid + rel / 2, mid - rel / 2
                a1, b1 = [orbital(*p1, s * d / 2, kind) for s in (1, -1)]
                a2, b2 = [orbital(*p2, s * d / 2, kind) for s in (1, -1)]
                g1, g2 = [(u + v) / np.sqrt(2 + 2 * S)
                          for u, v in ((a1, b1), (a2, b2))]
                u1, u2 = [(u - v) / np.sqrt(2 - 2 * S)
                          for u, v in ((a1, b1), (a2, b2))]
                density["triplet"] += w * (a1 * b2 - b1 * a2)**2 / 2
                density["direct"] += w * (a1 * b2)**2
                density["exchange"] += w * a1 * b1 * a2 * b2
                density["direct_gu"] += w * (g1 * u2)**2
                density["exchange_gu"] += w * g1 * u1 * g2 * u2
    return {name: (np.sum(W * p), np.einsum("ijk,k->ij", T, W * p))
            for name, p in density.items()}


numeric = pair_averages(d_main, "p")
S = overlap(d_main)
J = direct_tensor(d_main)
K = exchange_tensor(d_main)
t_one = one_centre_tensor()
D_tensor = zero_field_tensor(d_main)
J_gu = (t_one + J - 2 * K) / (2 * (1 - S**2))
K_gu = (t_one - J) / (2 * (1 - S**2))

tol = 1e-5  # nm^-3, quadrature error against values of order 1 to 100
assert abs(numeric["direct"][0] - 1) < 1e-7
assert abs(numeric["exchange"][0] - S**2) < 1e-7
assert abs(numeric["triplet"][0] - (1 - S**2)) < 1e-7
assert np.allclose(numeric["direct"][1], J, rtol=0, atol=tol)
assert np.allclose(numeric["exchange"][1], K, rtol=0, atol=tol)
assert np.allclose(numeric["direct_gu"][1], J_gu, rtol=0, atol=tol)
assert np.allclose(numeric["exchange_gu"][1], K_gu, rtol=0, atol=tol)
D_numeric = C / 2 * numeric["triplet"][1] / numeric["triplet"][0]
assert np.allclose(D_numeric, D_tensor, rtol=0, atol=1e-3)

# Coinciding centres: the direct integral must become the one-centre tensor
assert np.allclose(direct_tensor(0.0), t_one, rtol=0, atol=1e-7)

# Equal s Gaussians: exchange average vanishes, normalization factor remains
s_case = pair_averages(d_main, "s")
assert np.max(np.abs(s_case["exchange"][1])) < tol
assert np.allclose(s_case["triplet"][1], s_case["direct"][1],
                   rtol=0, atol=tol)
assert abs(s_case["triplet"][0] - (1 - S**2)) < 1e-7
assert abs(s_case["direct"][1][2, 2]) > 1

# Levels from the two-spin operator with the quadrature tensor
levels = np.linalg.eigvalsh(2 * bilinear(D_numeric, spin1, spin2))
expected = np.sort(np.append(-np.diag(D_tensor), 0.0))
assert np.allclose(levels, expected, rtol=0, atol=5e-3)

# Power-law approach to the point-dipole limit
d_far = 1.0
far_factor = 1 - 3 / (zeta * d_far**2) + 135 / (16 * zeta**2 * d_far**4)
assert abs(direct_tensor(d_far)[2, 2] + 2 * far_factor / d_far**3) < 1e-7

D_main, E_main = d_and_e(D_tensor)
assert abs(E_main) <= abs(D_main) / 3
D_point = D_point_1nm / d_main**3


def show(label, tensor, unit):
    x, y, z = np.diag(tensor)
    print(f"{label} xx, yy, zz = {x:.4f}, {y:.4f}, {z:.4f} {unit}")


print(f"g factor = {g_factor:.6f}")
print(f"dipolar constant C = {C:.4f} MHz nm^3")
print(f"point-dipole D times r^3 = {D_point_1nm:.4f} MHz nm^3")
print("point-dipole levels at 1 nm (MHz), singlet at 0:",
      " ".join(f"{v + 0.0:.3f}" for v in point_levels))
print(f"zeta = {zeta:.1f} nm^-2, distance d = {d_main:.2f} nm")
print(f"rms radius of one orbital = {np.sqrt(5 / (4 * zeta)):.4f} nm")
print(f"overlap S = {S:.6f}, S^2 = {S**2:.6f}, 1-S^2 = {1 - S**2:.6f}")
show("direct J", J, "nm^-3")
show("exchange K", K, "nm^-3")
show("J-K", J - K, "nm^-3")
show("(J-K)/(1-S^2)", (J - K) / (1 - S**2), "nm^-3")
show("one-centre t", t_one, "nm^-3")
show("D tensor, formula", D_tensor, "MHz")
show("D tensor, 6D quadrature", D_numeric, "MHz")
print(f"D = {D_main:.2f} MHz = {D_main / MHZ_PER_WAVENUMBER:.5f} cm^-1")
print(f"E = {E_main:.2f} MHz = {E_main / MHZ_PER_WAVENUMBER:.5f} cm^-1")
print("levels from two-spin operator (MHz), singlet at 0:",
      " ".join(f"{v:.2f}" for v in np.round(levels, 2) + 0.0))
print(f"point-dipole D at same d = {D_point:.2f} MHz")
print(f"D / point-dipole D = {D_main / D_point:.4f}")
D_direct = 0.75 * C * J[2, 2]
D_no_exchange = D_direct / (1 - S**2)
print(f"D from J alone, no normalization factor = {D_direct:.2f} MHz")
print(f"D from J/(1-S^2), K left out = {D_no_exchange:.2f} MHz")
print(f"part of D from K = {D_main - D_no_exchange:.2f} MHz")
show("J with g,u orbitals", J_gu, "nm^-3")
show("K with g,u orbitals", K_gu, "nm^-3")
print(f"s Gaussians, same zeta and d: J_zz = "
      f"{s_case['direct'][1][2, 2]:.4f} nm^-3, |K| max below {tol:.0e}")
print(f"far factor of J_zz at {d_far:.1f} nm = {far_factor:.6f}")
print("table: d (nm), S^2, D (MHz), E (MHz), D/point-dipole D")
for d in (0.15, 0.2, 0.3, 0.5, 1.0, 2.0):
    D_value, E_value = d_and_e(zero_field_tensor(d))
    print(f"{d:.2f}  {overlap(d)**2:.3e}  {D_value:.3f}  {E_value:.3f}  "
          f"{D_value * d**3 / D_point_1nm:.4f}")
print("PASS")
```

It prints:

```
g factor = 2.002319
dipolar constant C = 52.0410 MHz nm^3
point-dipole D times r^3 = -78.0615 MHz nm^3
point-dipole levels at 1 nm (MHz), singlet at 0: -26.021 -26.021 0.000 52.041
zeta = 50.0 nm^-2, distance d = 0.20 nm
rms radius of one orbital = 0.1581 nm
overlap S = 0.367879, S^2 = 0.135335, 1-S^2 = 0.864665
direct J xx, yy, zz = 35.3722, 42.4347, -77.8070 nm^-3
exchange K xx, yy, zz = 2.0568, -1.0284, -1.0284 nm^-3
J-K xx, yy, zz = 33.3154, 43.4631, -76.7786 nm^-3
(J-K)/(1-S^2) xx, yy, zz = 38.5299, 50.2659, -88.7958 nm^-3
one-centre t xx, yy, zz = 15.1978, -7.5989, -7.5989 nm^-3
D tensor, formula xx, yy, zz = 1002.5675, 1307.9441, -2310.5117 MHz
D tensor, 6D quadrature xx, yy, zz = 1002.5675, 1307.9441, -2310.5117 MHz
D = -3465.77 MHz = -0.11561 cm^-1
E = -152.69 MHz = -0.00509 cm^-1
levels from two-spin operator (MHz), singlet at 0: -1307.94 -1002.57 0.00 2310.51
point-dipole D at same d = -9757.69 MHz
D / point-dipole D = 0.3552
D from J alone, no normalization factor = -3036.87 MHz
D from J/(1-S^2), K left out = -3512.19 MHz
part of D from K = 46.42 MHz
J with g,u orbitals xx, yy, zz = 26.8639, 21.3335, -48.1973 nm^-3
K with g,u orbitals xx, yy, zz = -11.6660, -28.9324, 40.5984 nm^-3
s Gaussians, same zeta and d: J_zz = -112.6460 nm^-3, |K| max below 1e-05
far factor of J_zz at 1.0 nm = 0.943375
table: d (nm), S^2, D (MHz), E (MHz), D/point-dipole D
0.15  3.247e-01  -4333.678  -175.243  0.1874
0.20  1.353e-01  -3465.768  -152.688  0.3552
0.30  1.111e-02  -1833.640  -90.440  0.6342
0.50  3.727e-06  -508.265  -17.489  0.8139
1.00  1.929e-22  -73.641  -0.722  0.9434
2.00  1.384e-87  -9.613  -0.024  0.9852
PASS
```
